# Why Mobility Rises with Fermi Level in a Random Conduction-Edge Landscape

**Q.** In my disordered semiconductor films the mobility rises with gate voltage. I am told that the conduction edge varies from place to place and that filling it connects the conducting regions. What model would let us examine that?

**A.** Divide the film into equal regions. Region $b$ has its own conduction edge $V_b$, drawn independently from a Gaussian with median 0 and standard deviation $s$. All regions share one Fermi level $E_F$, since we stay at low field. Each region is large enough to have a local density and conductivity, and electrons do not tunnel between regions. The landscape is rigid: added electrons do not screen it. This is a strong simplification, to which I return at the end.

Take one thin-film subband with mass $m$ and two spins. The states up to kinetic energy $\varepsilon=\hbar^2k^2/2m$ number $2\pi k^2/(2\pi)^2=m\varepsilon/(\pi\hbar^2)$ per area, so the density of states is the constant $D=m/(\pi\hbar^2)$. Integrating the Fermi function upward from the edge gives

$$n(V)=D\,kT\,y,\qquad y=\ln(1+e^{\eta}),\qquad \eta=\frac{E_F-V}{kT}.$$

Every region has the same local mobility $\mu_0$, hence the sheet conductance $g_b=e\mu_0 n(V_b)$. I make each region one bond of a square resistor network. My network has 41 rows, each with 41 bonds in series between the electrodes, plus the bonds joining neighbouring rows. If all bonds equal $g$, its conductance is $41\times g/41=g$, so the network conductance $G$ is directly a sheet conductance. The film mobility is

$$\mu=\frac{\langle G\rangle}{e\langle n\rangle},$$

where the brackets average over landscapes.

**Q.** You have fixed the local mobility. What is left that could change?

**A.** The distribution of the current. Apply unit voltage and let $u_b$ be the voltage across bond $b$. The dissipated power is $G\times1^2$, and also the sum over bonds:

$$G=\sum_b g_b u_b^2 .$$

An electron in a region with little voltage across it counts fully in $\langle n\rangle$ but contributes little to $G$.

**Q.** Then any rise of the Fermi level should help, because it fills the poorly conducting places.

**A.** Not at low density. If every important region is non-degenerate, $y\simeq e^{\eta}$ and

$$g_b=g_0\,e^{-V_b/kT},\qquad g_0=e\mu_0DkT\,e^{E_F/kT}.$$

Raising $E_F$ multiplies all conductances and all densities by the same factor. The voltages do not change, and the factor cancels in $\mu$.

The value of this constant mobility follows from planar duality. Put a node in every face of the network and cross each bond by a dual bond of conductance $1/g_b$. Let the dual voltage equal the original current $g_bu_b$; the dual current is then $u_b$. Current conservation at an original node says that dual voltages sum to zero around a loop, and the original loop rule says that dual currents are conserved. The dual network, driven in the perpendicular direction, therefore has conductance $1/G$.

My lattice has the same shape as its dual. Measured in units of $g_0$, inverting the conductances means $V_b\to-V_b$, which leaves the Gaussian unchanged. Thus $\ln(G/g_0)$ is distributed symmetrically about zero. In a large film its fluctuations die out and $G=g_0$. The mean bond conductance needs a Gaussian integral, done by completing the square:

$$-\frac{V^2}{2s^2}-\frac{V}{kT}=-\frac{(V+s^2/kT)^2}{2s^2}+\frac{s^2}{2(kT)^2}.$$

So $\langle g\rangle=g_0\exp[s^2/2(kT)^2]$, and since $\mu/\mu_0=G/\langle g\rangle$,

$$\mu=\mu_0\exp\!\left[-\frac{s^2}{2(kT)^2}\right].$$

The completed square also shows that the electrons sit at a mean edge of $-s^2/kT$, with spread $s$. The result holds while $E_F$ lies well below those energies.

**Q.** Can you put numbers to that?

**A.** I choose round parameters: $s=60$ meV, $m=0.3$ electron masses and $\mu_0=20$ cm²/(V s). They illustrate the model, not a particular film: if $\mu_0=e\tau/m$, the level broadening $\hbar/\tau=e\hbar/(m\mu_0)$ is 193 meV, too large for sharp edges. With $\mu_0$ ten times larger it would be 19 meV, below $kT$ at 300 K, and every mobility in the model would simply be ten times larger. At 100 K and below, even this broadening exceeds $kT$, so the results given there are those of ideally sharp edges. At 300 K, $kT=25.85$ meV, so $s/kT=2.321$ and

$$\mu=20\,e^{-2.321^2/2}=20\,e^{-2.693}=1.35\ \text{cm}^2/(\text{V s}).$$

The mean electron edge is $-60^2/25.85=-139$ meV.

For other Fermi levels I solved Kirchhoff's equations as a sparse linear system for 24 landscapes, using the same ones at every $E_F$. The mean density was integrated over the Gaussian. The last two columns give the mean edge weighted by electrons and by Joule heat $g_bu_b^2$.

| $E_F$ (meV) | $n$ (cm⁻²) | $\mu$ (cm²/(V s)) | electrons (meV) | heat (meV) |
|---:|---:|---:|---:|---:|
| −400 | 9.13×10⁶ | 1.36 | −139 | 0 |
| −180 | 3.62×10¹⁰ | 1.69 | −123 | 0 |
| −120 | 2.44×10¹¹ | 2.53 | −105 | 0 |
| −60 | 1.16×10¹² | 4.92 | −82 | −2 |
| 0 | 3.78×10¹² | 9.80 | −60 | −5 |
| 60 | 8.68×10¹² | 14.8 | −41 | −6 |
| 120 | 1.53×10¹³ | 17.6 | −28 | −3 |
| 180 | 2.26×10¹³ | 18.9 | −20 | −2 |

The standard error of $\langle G\rangle$ is at most 1.4% of its value. As an example of the arithmetic, at $E_F=0$ the sheet conductance is 5.94 µS, and

$$\mu=\frac{5.94\times10^{-6}}{1.602\times10^{-19}\times3.78\times10^{12}}=9.8\ \text{cm}^2/(\text{V s}).$$

**Q.** The electrons and the heat are in different places. Does that matter?

**A.** It does once the regions respond differently to the Fermi level. First change one conductance slightly:

$$dG=u_b^2\,dg_b+2\sum_c g_cu_c\,du_c .$$

Each $du_c$ is a difference of two node-potential changes. Collecting terms node by node, each potential change multiplies the net current leaving that node. This current is zero at inner nodes, and at the electrodes the potential is fixed. The second sum vanishes, so $\partial G/\partial g_b=u_b^2$.

Now raise $E_F$ and define the relative response of a region, $\lambda_b=d\ln g_b/dE_F$. Because $g_b$ is proportional to $n(V_b)$, the same $\lambda_b$ describes its density. Hence

$$\frac{d\ln\mu}{dE_F}=\frac{\left\langle\sum_b\lambda_b g_bu_b^2\right\rangle}{\left\langle\sum_b g_bu_b^2\right\rangle}-\frac{\langle\lambda g\rangle}{\langle g\rangle}.$$

The first term averages $\lambda$ over the heat, the second over the electrons. The response itself follows from $dy/d\eta=e^\eta/(1+e^\eta)=1-e^{-y}$:

$$\lambda=\frac{1}{kT}\frac{1-e^{-y}}{y}=\frac1{kT}\int_0^1e^{-ty}\,dt .$$

The integrand falls as $y$ grows, so $\lambda$ falls as a region fills. It is $1/kT$ in an almost empty region and about $1/(E_F-V)$ in a strongly degenerate one. A nearly empty link gains conductance faster, in proportion, than a full well gains electrons.

For one of the landscapes at $E_F=0$ and 300 K, the heat average is 26.60 per eV and the electron average 16.57 per eV. The difference, 10.03 per eV, means that raising $E_F$ by 1 meV raises the mobility by about 1.0%.

**Q.** Why does the heat sit at higher edges than the electrons? Could some range of Fermi levels reverse the effect?

**A.** Not in this model, on average over landscapes. Look at the rest of the network from the two ends of bond $b$. By linearity it acts as a source with open-circuit voltage $u_{\rm open}$ and internal resistance $R$. The bond carries $g_bu_b$, so $u_b=u_{\rm open}-Rg_bu_b$, or

$$u_b=\frac{u_{\rm open}}{1+g_bR}.$$

Neither $u_{\rm open}$ nor $R$ depends on $g_b$, and because the regions are independent, their statistics do not depend on it either. Let $h(g)$ be the average of $u_b^2$ for a bond of given conductance $g$, summed over all bond positions. It falls with $g$. At $E_F=0$ and 300 K, the mean $u_b^2$ in the third of regions with the highest edges is 18 times that in the lowest third.

Write $[x]=\langle gx\rangle/\langle g\rangle$ for an average over electrons. Since $\langle G\rangle=\langle g\,h\rangle$, the slope becomes

$$\frac{d\ln\mu}{dE_F}=\frac{[\lambda h]}{[h]}-[\lambda]=\frac{[\lambda h]-[\lambda][h]}{[h]} .$$

For two independent draws, primed and unprimed, expanding the product gives

$$[\lambda h]-[\lambda][h]=\tfrac12\big[(\lambda-\lambda')(h-h')\big]\ge0,$$

because $\lambda$ and $h$ both fall with $g$ and the two factors never have opposite signs. In the non-degenerate limit all $\lambda$ are equal and the slope vanishes, as found before.

The place of the heat in that limit also follows. Duality makes $\langle\ln(G/g_0)\rangle=0$ for every value of $\beta=1/kT$. Differentiating with respect to $\beta$ and using $\partial G/\partial g_b=u_b^2$ gives

$$0=-\left\langle\frac{\sum_bV_b\,g_bu_b^2}{G}\right\rangle .$$

The heat is centred on the median edge, while the electrons are centred at $-s^2/kT$.

**Q.** What is special about the median? And where do regions actually connect?

**A.** Go to 0 K, where a region conducts only if $V<E_F$. Either the open bonds cross the film from electrode to electrode, or the closed bonds form a wall from top to bottom along the dual lattice. Exactly one of these happens. With half the bonds open, the two events are equally likely on a lattice that matches its dual, so the crossing probability is 1/2. It is an established theorem for this lattice that in a large film the crossing becomes certain above one half and impossible below. Half the regions are open when $E_F=0$.

On 400 further landscapes, the open regions crossed the film in none of the cases at $E_F=-30$ meV, in 52% at 0, and in all at 30 meV.

The film is far from empty at this threshold. Its density is

$$n_c=D\int_{-\infty}^0\frac{(-V)\,e^{-V^2/2s^2}}{s\sqrt{2\pi}}\,dV=\frac{Ds}{\sqrt{2\pi}},$$

because the numerator is the derivative of $s^2e^{-V^2/2s^2}$. With $D=1.253\times10^{14}$ cm⁻² eV⁻¹,

$$n_c=1.253\times10^{14}\times0.060\times0.3989=3.00\times10^{12}\ \text{cm}^{-2}.$$

Below this density a large film at 0 K holds electrons in separate pools and carries no direct current. The computed 0 K mobility is 0 at $E_F=-60$ meV, 12.0 at 60 meV and 17.2 at 120 meV, in cm²/(V s); the last two are uncertain by about 0.2. At $E_F=0$ the finite networks give 0.26, with a large sampling error, because some of them happen to be crossed. Networks of 81 rows give about 0.06, and an infinite film would give zero.

**Q.** My films are not at 0 K. Do the regions still "connect" at room temperature?

**A.** Gradually. Links above the Fermi level conduct by thermal activation, so there is no sharp moment of connection. Between $E_F=-60$ and 60 meV the mobility grows by a factor of 3.0 at 300 K. At 100 K it grows from 0.031 to 12.6 cm²/(V s), a factor of roughly 400. The lower value is uncertain by about 10%: networks of 121 rows give 0.029 and 12.5, a factor near 440. A gate sets the density rather than $E_F$, however. Between the two densities of the 300 K comparison, 1.16×10¹² and 8.68×10¹² cm⁻², the factor at 100 K is about 90. Cooling makes the links at low Fermi level much worse, and the smooth rise turns towards the threshold.

**Q.** Raising the Fermi level also adds electrons everywhere. How do you know the links cause the rise?

**A.** In a model one can fill them separately. Call the regions with $V<-30$ meV wells. They make up 31% of the film, too few to span a large one, so every current path must pass through other regions. I start at 300 K with $E_F=-60$ meV and assign the densities and conductances of $E_F=60$ meV to selected regions. This is not an equilibrium state; it separates the two contributions.

| regions raised | $n$ (cm⁻²) | $G/G_{\rm start}$ | $\mu$ (cm²/(V s)) |
|---|---:|---:|---:|
| none | 1.16×10¹² | 1.00 | 4.9 |
| wells | 5.11×10¹² | 1.34 | 1.5 |
| others | 4.72×10¹² | 12.3 | 15.0 |
| all | 8.66×10¹² | 22.5 | 14.8 |

Filling the wells multiplies the density by $5.11/1.16=4.4$ but the conductance by only 1.34, so the mobility falls to $4.9\times1.34/4.4=1.5$. Filling the others adds slightly fewer electrons and triples the mobility. Once the others are filled, filling the wells too raises conductance and density by nearly the same factor, 1.82 and 1.84, and $\mu$ hardly changes.

The opposite control is a film whose regions form uninterrupted channels along the current, each with one edge. Every bond along the current then has the same voltage, and bonds between channels carry none. The conductance is the plain mean of $g$, so $\mu=\mu_0$ at every Fermi level. Uneven edges alone do not produce the rise; the current must be forced through poor links.

**Q.** Is there an estimate I can use without solving a network?

**A.** Effective-medium theory replaces the surroundings of one bond by a uniform network of conductance $g_m$. Inject a current $I$ at a node of that network: by symmetry $I/4$ enters each of its four bonds. Extracting $I$ at a neighbouring node adds another $I/4$ in the joining bond. The voltage is $I/(2g_m)$, so the conductance between neighbours is $2g_m$. Removing the joining bond leaves $g_m$, hence $R=1/g_m$.

If the bond had conductance $g_m$, its voltage would be the uniform value $u_m=u_{\rm open}/2$. With conductance $g$ it is therefore $u=2u_mg_m/(g+g_m)$. Requiring $\langle u\rangle=u_m$ gives

$$\left\langle\frac{2g_m}{g+g_m}\right\rangle=1\quad\Longrightarrow\quad\left\langle\frac{g-g_m}{g+g_m}\right\rangle=0 .$$

Solve this for $g_m$ and use $\mu=\mu_0g_m/\langle g\rangle$. At $E_F=0$ and 300 K it gives 9.84 cm²/(V s), against 9.80 from the networks. Over the whole 300 K table the two differ by less than 0.5%, though the sampling error of the networks, up to 1.4%, limits how closely this tests the estimate.

It also gives the high-density limit. Put $g=g_m+\delta$ with small $\delta$:

$$\frac{\delta}{2g_m+\delta}\simeq\frac{\delta}{2g_m}-\frac{\delta^2}{4g_m^2}\quad\Longrightarrow\quad\langle g\rangle-g_m\simeq\frac{\langle\delta^2\rangle}{2g_m}.$$

To this order $\langle\delta^2\rangle$ is the variance of $g$. In a degenerate film $g\propto E_F-V$, with mean proportional to $E_F$ and standard deviation to $s$, so

$$\mu\simeq\mu_0\left(1-\frac{s^2}{2E_F^2}\right),\qquad E_F\gg s,\,kT.$$

At 180 meV this is $20\,(1-3600/64800)=18.9$ cm²/(V s), as in the table. The mobility saturates because little contrast remains. A gate may not reach this limit: through silicon dioxide, the last density in the table needs a field $en/\epsilon$ of 10.5 MV/cm, about the breakdown field.

**Q.** I extract mobility from the slope of conductance against gate charge. Is that your $\mu$?

**A.** No. With $G=en\mu$ for a large film, the slope gives

$$\mu_{\rm FE}=\frac1e\frac{dG}{dn}=\mu+n\frac{d\mu}{dn},$$

which is at least $\mu$ here. Between $E_F=0$ and 60 meV, $G$ grows from 5.94 to 20.60 µS and $n$ by $4.90\times10^{12}$ cm⁻², so the mean slope is 18.7 cm²/(V s), above $\mu$ at either end. In the degenerate limit $n=DE_F$ and $G\simeq e\mu_0D(E_F-s^2/2E_F)$, so

$$\mu_{\rm FE}\simeq\mu_0\left(1+\frac{s^2}{2E_F^2}\right).$$

This lies above $\mu_0$. A slope mobility larger than the local mobility is therefore possible without any region having improved.

**Q.** When should I distrust this explanation for a real film?

**A.** When its assumptions fail. The rigid landscape is the weakest of them. In a thin degenerate sheet with no gate close by, electrons reduce an edge variation of wavelength $L$ by the factor $1+L/(2\pi\ell)$, where $\ell=2\epsilon/(e^2D)$. For the mass used here and a relative permittivity of 8, $\ell=0.7$ nm, so at $L=20$ nm a spread of 60 meV shrinks to 11 meV. A nearly empty sheet screens little, so $s$ falls as the film fills and levels off once it is degenerate. Until then the mobility has a second cause of increase. If this screening is applied locally, with the single wavelength of 20 nm, the 0 K threshold density drops from 3.0×10¹² to 5.4×10¹¹ cm⁻², and between 1.16×10¹² and 8.68×10¹² cm⁻² the mobility grows by only 1.4 at 300 K and 1.8 at 100 K; most of the rise moves to lower density. The numbers describe the model and are not predictions for a film. A single subband over the fillings in the table needs a film thinner than about 4 nm at this mass, and the sheet conductances up to $E_F=60$ meV lie below $e^2/h=38.7$ µS, where localization is no small correction. If scattering changes with filling, $\mu_0$ is no longer constant and can push either way. Tunnelling opens links that this model closes at low temperature, while interference of electron waves, also left out, can localize electrons in regions that it leaves open. A film much thicker than one region conducts in three dimensions, where the planar duality and the threshold at one half do not apply. The shape of the regions matters too: square regions that conduct only across shared edges connect when about 59% of them are open, not half. Correlations between neighbouring edges invalidate the step that made $u_{\rm open}$ and $R$ independent of $g_b$; the slope formula survives, but its sign must then be computed, and the channel film shows that it can be zero. It can even be negative: if open channels run beside blocked rows with higher edges, those rows gain electrons faster, in proportion, than the channels gain conductance.

A rising mobility alone therefore does not identify percolation. Within this model the temperature dependence says more: the rise should sharpen strongly on cooling, at a density within about a factor of two of $Ds/\sqrt{2\pi}$. In a film that screens, $s$ here is the screened spread, and that density can be several times lower than the bare spread suggests.
